# The Bigeleisen-Mayer kinetic isotope effect from the Teller-Redlich product rule: a program that tests the result

```python
"""Test of the harmonic Bigeleisen-Mayer kinetic isotope effect (KIE).

Result under test, for light (L) and heavy (H) isotopologues:
  k_L/k_H = (nu*_L/nu*_H) * prod_reactant b / prod_saddle b,
  b = u_H sinh(u_L/2) / (u_L sinh(u_H/2)),  u = h c wavenumber/(k_B T).
nu* is the magnitude of the imaginary saddle frequency; the saddle product
contains real modes only. The direct side uses transition-state theory with
total masses, moments of inertia and explicit sums over vibrational levels.
Internal units: angstrom, eV, atomic mass unit u; wavenumbers in cm^-1.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import null_space

U_KG = sc.atomic_mass
WAVE = np.sqrt(sc.e / (1e-20 * U_KG)) / (2 * np.pi * sc.c * 100)
C2 = sc.h * sc.c * 100 / sc.k          # cm K

# Model potential: P and Q are heavy atoms, X is the migrating atom.
# R = PQ distance, rho = distance of X from the midpoint of PQ,
# cosine = cosine of the angle between these two directions.
R0, RHO_MIN, RHO_SAD, COS_MIN = 1.2, 1.5, 1.1, 0.8
K_R, K_MIN, K_SAD, BARRIER = 60.0, 30.0, 20.0, 1.0
q = sp.symbols('q0:9', real=True)
P, Q, X = (sp.Matrix(q[i:i + 3]) for i in (0, 3, 6))
axis, arm = P - Q, X - (P + Q) / 2
R, rho = sp.sqrt(axis.dot(axis)), sp.sqrt(arm.dot(arm))
g = (axis.dot(arm) / (R * rho) / COS_MIN)**2
V = (K_R / 2 * (R - R0)**2
     + (K_SAD + (K_MIN - K_SAD) * g) / 2
     * (rho - RHO_SAD - (RHO_MIN - RHO_SAD) * g)**2
     + BARRIER * (g - 1)**2)
grad_sym = [sp.diff(V, s) for s in q]
hess_sym = [[sp.diff(grad_sym[max(i, j)], q[min(i, j)]) for j in range(9)]
            for i in range(9)]
evaluate = sp.lambdify(q, [V, grad_sym, hess_sym], modules='numpy', cse=True)


def surface(pos):
    v, gr, he = evaluate(*pos.ravel())
    return float(v), np.array(gr, float), np.array(he, float)


def moments(pos, m):
    """Nonzero principal moments of inertia in u angstrom^2."""
    r = pos - m @ pos / m.sum()
    tensor = np.eye(3) * np.sum(m * np.sum(r * r, axis=1)) - (r.T * m) @ r
    vals = np.linalg.eigvalsh(tensor)
    return vals[vals > 1e-8]


def eigen_nonzero(pos, hess, m):
    m3 = np.repeat(m, 3)
    lam = np.linalg.eigvalsh(hess / np.sqrt(np.outer(m3, m3)))
    lam = lam[np.argsort(abs(lam))]
    n_zero = 3 + len(moments(pos, m))
    assert np.all(abs(lam[:n_zero]) < 1e-9)
    return np.sort(lam[n_zero:])


def waves(pos, hess, m):
    """Signed wavenumbers; a negative entry stands for an imaginary one."""
    lam = eigen_nonzero(pos, hess, m)
    return np.sign(lam) * np.sqrt(abs(lam)) * WAVE


def ln_q(pos, hess, m, T):
    """Log partition function per volume, reaction coordinate left out."""
    inertia = moments(pos, m)
    out = 1.5 * np.log(2 * np.pi * m.sum() * U_KG * sc.k * T / sc.h**2)
    out += 0.5 * np.sum(np.log(2 * inertia * U_KG * 1e-20 * sc.k * T
                              / sc.hbar**2))
    out += 0.5 * np.log(np.pi) if len(inertia) == 3 else 0.0
    n = np.arange(20000)
    for w in waves(pos, hess, m):
        if w > 0:
            u = C2 * w / T
            out += -u / 2 + np.log(np.sum(np.exp(-n * u)))
    return out


def kie_direct(reactants, saddle, mL, mH, T):
    out = ln_q(*saddle, mL, T) - ln_q(*saddle, mH, T)
    for idx, pos, hess in reactants:
        out += ln_q(pos, hess, mH[idx], T) - ln_q(pos, hess, mL[idx], T)
    return np.exp(out)


def b_factor(wL, wH, T):
    uL, uH = C2 * wL / T, C2 * wH / T
    return uH * np.sinh(uL / 2) / (uL * np.sinh(uH / 2))


def kie_bm(reactants, saddle, mL, mH, T):
    sL, sH = waves(*saddle, mL), waves(*saddle, mH)
    assert np.sum(sL < 0) == np.sum(sH < 0) == 1
    out = sL[0] / sH[0] / np.prod(b_factor(sL[1:], sH[1:], T))
    for idx, pos, hess in reactants:
        out *= np.prod(b_factor(waves(pos, hess, mL[idx]),
                                waves(pos, hess, mH[idx]), T))
    return out


def product_rule(pos, hess, mL, mH):
    """Frequency product ratio and its total-mass, inertia, atom factors."""
    left = np.prod(waves(pos, hess, mH) / waves(pos, hess, mL))
    total = (mH.sum() / mL.sum())**1.5
    rot = np.sqrt(np.prod(moments(pos, mH) / moments(pos, mL)))
    atoms = np.prod(mL / mH)**1.5
    return left, total, rot, atoms


def rigid_displacements(pos):
    cols = [np.tile(e, len(pos)) for e in np.eye(3)]
    cols += [np.cross(e, pos).ravel() for e in np.eye(3)]
    return np.array(cols).T


def geometry(distance, cosine):
    return np.array([[R0 / 2, 0, 0], [-R0 / 2, 0, 0],
                     [distance * cosine,
                      distance * np.sqrt(1 - cosine**2), 0]])


pos_min, pos_sad = geometry(RHO_MIN, COS_MIN), geometry(RHO_SAD, 0.0)
v_min, g_min, h_min = surface(pos_min)
v_sad, g_sad, h_sad = surface(pos_sad)
assert max(abs(g_min).max(), abs(g_sad).max()) < 1e-10
assert abs(v_sad - v_min - BARRIER) < 1e-12
light = np.array([12.0, 16.0, 1.0])
heavy = np.array([12.0, 16.0, 2.0])
heavy_P = np.array([13.0, 16.0, 1.0])
reactants = [(np.arange(3), pos_min, h_min)]
saddle = (pos_sad, h_sad)
assert np.all(waves(pos_min, h_min, light) > 0)

# Determinant identity and product rule, at the minimum and at the saddle.
for pos, hess in ((pos_min, h_min), saddle):
    T_rigid = rigid_displacements(pos + np.array([0.3, -0.7, 0.4]))
    assert abs(hess @ T_rigid).max() < 1e-9
    S = null_space(T_rigid.T)
    for m in (light, heavy, heavy_P):
        m3 = np.repeat(m, 3)
        G = T_rigid.T @ (m3[:, None] * T_rigid)
        assert np.isclose(np.linalg.det(G),
                          m.sum()**3 * np.prod(moments(pos, m)), rtol=1e-9)
        rhs = (np.linalg.det(G) * np.linalg.det(S.T @ hess @ S)
               / np.linalg.det(np.hstack([T_rigid, S]))**2 / np.prod(m3))
        assert np.isclose(np.prod(eigen_nonzero(pos, hess, m)), rhs,
                          rtol=1e-8)
    for m in (heavy, heavy_P):
        left, total, rot, atoms = product_rule(pos, hess, light, m)
        assert np.isclose(left, total * rot * atoms, rtol=1e-8)

# Away from a stationary point rotations are not null vectors of the Hessian.
pos_off = geometry(RHO_MIN + 0.1, COS_MIN)
rotation_residual = abs(surface(pos_off)[2] @ rigid_displacements(pos_off)).max()
assert rotation_residual > 0.1

# Complete isotope effect, two substitutions and several temperatures.
for m in (heavy, heavy_P):
    for T in (100.0, 300.0, 600.0, 1200.0, 1e4):
        assert np.isclose(kie_direct(reactants, saddle, light, m, T),
                          kie_bm(reactants, saddle, light, m, T), rtol=1e-8)

# Linear saddle formed from an atom and a diatomic molecule.
z, r1, r2 = np.array([0.0, 1.0, 2.2]), 1.0, 1.2
pos_lin = np.column_stack([np.zeros(3), np.zeros(3), z])
stretch = np.array([[-1.0, 1, 0], [0, -1, 1]])
bend = np.array([1 / r1, -1 / r1 - 1 / r2, 1 / r2])
h_lin = np.zeros((9, 9))
h_lin[2::3, 2::3] = stretch.T @ np.array([[5.0, 12], [12, 6]]) @ stretch
for a in (0, 1):
    h_lin[a::3, a::3] = np.outer(bend, bend)
pos_di = np.array([[0.0, 0, 0], [0, 0, 0.9]])
h_di = np.zeros((6, 6))
h_di[2::3, 2::3] = 30.0 * np.array([[1.0, -1], [-1, 1]])
separate = [(np.array([0]), np.zeros((1, 3)), np.zeros((3, 3))),
            (np.array([1, 2]), pos_di, h_di)]
m_lin = np.array([12.0, 1.0, 16.0])
for m in (np.array([12.0, 2.0, 16.0]), np.array([13.0, 1.0, 16.0])):
    left, total, rot, atoms = product_rule(pos_lin, h_lin, m_lin, m)
    assert np.isclose(left, total * rot * atoms, rtol=1e-8)
    assert np.isclose(kie_direct(separate, (pos_lin, h_lin), m_lin, m, 400.0),
                      kie_bm(separate, (pos_lin, h_lin), m_lin, m, 400.0),
                      rtol=1e-8)

# Worked example: factors at the main temperature.
T0 = 600.0
rL, rH = waves(pos_min, h_min, light), waves(pos_min, h_min, heavy)
sL, sH = waves(*saddle, light), waves(*saddle, heavy)
imag_ratio = sL[0] / sH[0]
b_r, b_s = b_factor(rL, rH, T0), b_factor(sL[1:], sH[1:], T0)
kie = kie_bm(reactants, saddle, light, heavy, T0)
direct = kie_direct(reactants, saddle, light, heavy, T0)
mmi = np.sqrt(np.prod(moments(pos_sad, light) / moments(pos_sad, heavy))
              * np.prod(moments(pos_min, heavy) / moments(pos_min, light)))
mmi_freq = imag_ratio * np.prod(rH / rL) / np.prod(sH[1:] / sL[1:])
assert np.isclose(mmi, mmi_freq, rtol=1e-8)


def zpe_factor(T):
    return np.exp(C2 / (2 * T) * (np.sum(rL - rH) - np.sum(sL[1:] - sH[1:])))


def excited(w):
    return np.prod(1 - np.exp(-C2 * w / T0))


exc = excited(rL) / excited(rH) * excited(sH[1:]) / excited(sL[1:])
assert np.isclose(mmi * exc * zpe_factor(T0), direct, rtol=1e-8)

# Limits of low and high temperature, compared with the direct level sums.
cold = kie_direct(reactants, saddle, light, heavy, 50.0)
assert np.isclose(cold, mmi * zpe_factor(50.0), rtol=1e-4)
hot = kie_direct(reactants, saddle, light, heavy, 1e5)
assert np.isclose(hot, imag_ratio, rtol=1e-3)
T_hot = 1e4
correction = (C2 / T_hot)**2 / 24 * (np.sum(rL**2 - rH**2)
                                    - np.sum(sL[1:]**2 - sH[1:]**2))
ln_excess = np.log(kie_direct(reactants, saddle, light, heavy, T_hot)
                   / imag_ratio)
assert np.isclose(ln_excess, correction, rtol=0.03)  # next order is u^4


def rotor_quantum_over_classical(pos, m, T):
    """Asymmetric-top level sum divided by the classical rotor value."""
    A, B, C = sc.hbar / (4 * np.pi * sc.c * 100 * moments(pos, m)
                         * U_KG * 1e-20)
    total = 0.0
    for J in range(111):
        K, jj = np.arange(-J, J + 1), J * (J + 1)
        H = np.diag((B + C) / 2 * (jj - K**2) + A * K**2)
        if J > 0:
            k = K[:-2]
            off = (B - C) / 4 * np.sqrt((jj - k * (k + 1.0))
                                        * (jj - (k + 1.0) * (k + 2)))
            H = H + np.diag(off, 2) + np.diag(off, -2)
        total += (2 * J + 1) * np.sum(np.exp(-C2 * np.linalg.eigvalsh(H) / T))
    return total / np.sqrt(np.pi * (T / C2)**3 / (A * B * C))


rq = [rotor_quantum_over_classical(p, m, T0)
      for p in (pos_min, pos_sad) for m in (light, heavy)]
assert max(abs(np.array(rq) - 1)) < 0.02
rot_effect = rq[2] / rq[3] * rq[1] / rq[0]

# Size of omitted tunnelling: thermal average over a parabolic barrier.
kappa = []
for w in (abs(sL[0]), abs(sH[0])):
    u = C2 * w / T0
    assert u < 2 * np.pi
    value = quad(lambda x: np.exp(-x) / (1 + np.exp(-2 * np.pi * x / u)),
                 -40, 40, points=[-5, 0, 5], limit=300)[0]
    assert np.isclose(value, (u / 2) / np.sin(u / 2), rtol=1e-6)
    kappa.append(value)


def row(values, digits=2):
    return ' '.join(f'{v:.{digits}f}' for v in values)


print('Masses P, Q, X light (u):', row(light, 0))
print('Masses P, Q, X heavy (u):', row(heavy, 0))
print(f'PQ distance, both structures (angstrom): {R0:.2f}')
print('rho at minimum, saddle (angstrom):', row([RHO_MIN, RHO_SAD]))
print(f'Cosine at minimum: {COS_MIN:.2f}; at saddle: 0.00')
print('Force constants K_R, K_MIN, K_SAD (eV/angstrom^2):',
      row([K_R, K_MIN, K_SAD], 0))
print(f'Barrier from potential (eV): {v_sad - v_min:.3f}')
for name, pos, hess in (('minimum', pos_min, h_min),
                        ('saddle', pos_sad, h_sad)):
    for iso, m in (('light', light), ('heavy', heavy)):
        print(f'Wavenumbers {name} {iso} (cm^-1, negative=imaginary):',
              row(waves(pos, hess, m), 1))
        print(f'Moments {name} {iso} (u angstrom^2):',
              row(moments(pos, m), 4))
    left, total, rot, atoms = product_rule(pos, hess, light, heavy)
    print(f'Product rule {name}: frequency ratio H/L = {left:.6f}')
    print(f'  total-mass, inertia, atom factors: {row([total, rot, atoms], 6)}')
    print(f'  product of these factors: {total * rot * atoms:.6f}')
print(f'Rotation residual off stationary point (eV/angstrom): '
      f'{rotation_residual:.3f}')
print(f'Main temperature (K): {T0:.0f}')
print('u minimum light:', row(C2 * rL / T0, 4))
print('u minimum heavy:', row(C2 * rH / T0, 4))
print('u saddle real light:', row(C2 * sL[1:] / T0, 4))
print('u saddle real heavy:', row(C2 * sH[1:] / T0, 4))
print(f'Imaginary-frequency ratio L/H: {imag_ratio:.5f}')
print('b factors minimum:', row(b_r, 5), f'product {np.prod(b_r):.5f}')
print('b factors saddle:', row(b_s, 5), f'product {np.prod(b_s):.5f}')
print(f'KIE Bigeleisen-Mayer at main temperature: {kie:.5f}')
print(f'KIE direct partition functions: {direct:.5f}')
print(f'MMI, EXC, ZPE factors: {row([mmi, exc, zpe_factor(T0)], 5)}')
for iso, m in (('light', light), ('heavy', heavy)):
    rate = (sc.k * T0 / sc.h * np.exp(ln_q(*saddle, m, T0)
            - ln_q(pos_min, h_min, m, T0) - BARRIER * sc.e / (sc.k * T0)))
    print(f'Rate constant {iso}, no tunnelling (s^-1): {rate:.4e}')
for T in (300.0, 1200.0):
    print(f'KIE at {T:.0f} K: '
          f'{kie_bm(reactants, saddle, light, heavy, T):.4f}')
print(f'KIE direct at 100000 K: {hot:.5f}')
print(f'ln(KIE/imaginary ratio) at 10000 K, direct: {ln_excess:.6f}')
print(f'Same, first quantum correction: {correction:.6f}')
print(f'KIE direct at 50 K: {cold:.4e}; MMI*ZPE: {mmi*zpe_factor(50.0):.4e}')
print(f'KIE for P 12 u to 13 u at 600 K: '
      f'{kie_bm(reactants, saddle, light, heavy_P, T0):.5f}')
print(f'Quantum-rotation multiplier of KIE at 600 K: {rot_effect:.5f}')
print(f'Parabolic tunnelling factors light, heavy at 600 K: {row(kappa, 4)}')
print(f'Their ratio, omitted from KIE: {kappa[0] / kappa[1]:.4f}')
print('OK')
```

Running it gives:

```
Masses P, Q, X light (u): 12 16 1
Masses P, Q, X heavy (u): 12 16 2
PQ distance, both structures (angstrom): 1.20
rho at minimum, saddle (angstrom): 1.50 1.10
Cosine at minimum: 0.80; at saddle: 0.00
Force constants K_R, K_MIN, K_SAD (eV/angstrom^2): 60 30 20
Barrier from potential (eV): 1.000
Wavenumbers minimum light (cm^-1, negative=imaginary): 756.9 1542.5 3210.9
Moments minimum light (u angstrom^2): 0.6665 11.5859 12.2524
Wavenumbers minimum heavy (cm^-1, negative=imaginary): 580.3 1542.2 2354.4
Moments minimum heavy (u angstrom^2): 1.1180 13.3540 14.4720
Product rule minimum: frequency ratio H/L = 0.562143
  total-mass, inertia, atom factors: 1.052168 1.511147 0.353553
  product of these factors: 0.562143
Wavenumbers saddle light (cm^-1, negative=imaginary): -1275.6 1542.3 2374.2
Moments saddle light (u angstrom^2): 1.1673 9.8823 11.0497
Wavenumbers saddle heavy (cm^-1, negative=imaginary): -961.6 1542.3 1708.0
Moments saddle heavy (u angstrom^2): 2.2546 9.8921 12.1467
Product rule saddle: frequency ratio H/L = 0.542310
  total-mass, inertia, atom factors: 1.052168 1.457832 0.353553
  product of these factors: 0.542310
Rotation residual off stationary point (eV/angstrom): 2.769
Main temperature (K): 600
u minimum light: 1.8149 3.6988 7.6997
u minimum heavy: 1.3916 3.6982 5.6459
u saddle real light: 3.6984 5.6932
u saddle real heavy: 3.6983 4.0958
Imaginary-frequency ratio L/H: 1.32655
b factors minimum: 1.05574 1.00016 2.05391 product 2.16873
b factors saddle: 1.00003 1.62061 product 1.62065
KIE Bigeleisen-Mayer at main temperature: 1.77516
KIE direct partition functions: 1.77516
MMI, EXC, ZPE factors: 1.03657 1.10280 1.55289
Rate constant light, no tunnelling (s^-1): 3.2811e+05
Rate constant heavy, no tunnelling (s^-1): 1.8483e+05
KIE at 300 K: 2.5931
KIE at 1200 K: 1.4787
KIE direct at 100000 K: 1.32657
ln(KIE/imaginary ratio) at 10000 K, direct: 0.001962
Same, first quantum correction: 0.001970
KIE direct at 50 K: 2.0384e+02; MMI*ZPE: 2.0384e+02
KIE for P 12 u to 13 u at 600 K: 1.01069
Quantum-rotation multiplier of KIE at 600 K: 0.99994
Parabolic tunnelling factors light, heavy at 600 K: 1.5308 1.2615
Their ratio, omitted from KIE: 1.2135
OK
```
